# Flattening the Bhabha pole: mapped, flat and VEGAS sampling with unweighting

## What symmetry fixes

In Bhabha scattering, \(e^-(p_1)\,e^+(p_2)\to e^-(p_3)\,e^+(p_4)\), take energies so high that the electron mass can be dropped. I use natural units, metric \((+,-,-,-)\), and

\[
s=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2,\qquad s+t+u=0 .
\]

The tree amplitude is of order \(e^2\), so the cross section is of order \(\alpha^2\). It is an area, and \(s\) is the only scale besides a dimensionless ratio. With \(\theta\) the electron's scattering angle in the centre-of-mass frame,

\[
\frac{d\sigma}{dy}=\frac{\alpha^2}{s}\,G(y),\qquad y=-\frac ts=\sin^2\frac\theta2,\qquad -\frac us=1-y .
\]

The photon propagators allow at most \(1/(s^2t^2)\) in the squared amplitude. The spin sum of the numerator is a polynomial of degree four in \(s,t\). Crossing the outgoing electron with the incoming positron exchanges \(s\) and \(t\) and leaves the spin sum unchanged. Hence

\[
G(y)=\frac{A(1+y^4)+B(y+y^3)+Cy^2}{y^2}.
\]

Three numbers remain to be found. Unless \(A=0\), the cross section has a \(1/y^2\) pole, and when the angular cut admits small \(y\), this pole governs the design of a sampler.

## The three numbers

The amplitude has a scattering and an annihilation term, with the relative minus sign of fermion exchange:

\[
M=e^2\left[\frac{(\bar u_3\gamma^\mu u_1)(\bar v_2\gamma_\mu v_4)}{t}-\frac{(\bar v_2\gamma^\mu u_1)(\bar u_3\gamma_\mu v_4)}{s}\right].
\]

Without mass, a vector current joins spinors of equal chirality. It is \(\chi^\dagger\bar\sigma^\mu\chi'\) for left and \(\chi^\dagger\sigma^\mu\chi'\) for right two-component spinors, where \(\sigma^\mu=(1,\boldsymbol\sigma)\) and \(\bar\sigma^\mu=(1,-\boldsymbol\sigma)\). From \(\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}\) follow

\[
\bar\sigma^\mu_{ab}\bar\sigma_{\mu cd}=2(\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc})=2\epsilon_{ac}\epsilon_{bd},\qquad
\bar\sigma^\mu_{ab}\sigma_{\mu cd}=2\delta_{ad}\delta_{bc}.
\]

The normalisation is \(\chi\chi^\dagger=p\cdot\sigma\) (left) or \(p\cdot\bar\sigma\) (right), and \(\mathrm{tr}(p\cdot\sigma\,q\cdot\bar\sigma)=2p\cdot q\). If \(\chi\) is left-handed, \(\epsilon\chi^*\) is right-handed with the same momentum, because \(\epsilon\boldsymbol\sigma^*\epsilon^T=-\boldsymbol\sigma\).

**All four chiralities equal.** The scattering numerator is \(T=2(\chi_3^\dagger\epsilon\chi_2^*)(\chi_1^T\epsilon\chi_4)\). The squared moduli of its brackets are \(2p_2\cdot p_3=-u\) and \(2p_1\cdot p_4=-u\), so \(|T|=2|u|\). The annihilation numerator has \(\chi_2\) and \(\chi_3\) exchanged. Since \(\epsilon\) is antisymmetric, it equals \(-T\), and the two terms combine to \(e^2T(1/t+1/s)\).

**Spinors 1, 3 of one chirality and 2, 4 of the other.** Annihilation vanishes. The numerator \(2(\chi_3^\dagger\chi_4)(\chi_2^\dagger\chi_1)\) has modulus \(2s\), because \(2p_3\cdot p_4=2p_1\cdot p_2=s\).

**Spinors 1, 2 of one chirality and 3, 4 of the other.** Scattering vanishes. The numerator has modulus \(2|t|\), because \(2p_2\cdot p_4=2p_1\cdot p_3=-t\).

Each case occurs twice, with left and right exchanged. Averaging over the four initial spin states and using \(1/s+1/t=-u/(st)\),

\[
\overline{|M|^2}=\frac{2\cdot4e^4}{4}\left[\frac{u^4}{s^2t^2}+\frac{s^2}{t^2}+\frac{t^2}{s^2}\right]
=2e^4\,\frac{1+y^4+(1-y)^4}{y^2}.
\]

The numerator is \(2-4y+6y^2-4y^3+2y^4=2(1-y+y^2)^2\). Therefore

\[
\overline{|M|^2}=4e^4f(y),\qquad f=\frac{h^2}{y^2},\qquad h=1-y+y^2 .
\]

For two massless particles, \(d\sigma/d\Omega=\overline{|M|^2}/(64\pi^2s)\). Since \(\cos\theta=1-2y\), integration over azimuth gives \(d\Omega=4\pi\,dy\). With \(e^2=4\pi\alpha\),

\[
\frac{d\sigma}{dy}=4\pi\,\frac{4(4\pi\alpha)^2}{64\pi^2s}f=\frac{4\pi\alpha^2}{s}\,f(y).
\]

Thus \(A=4\pi\), \(B=-8\pi\), \(C=12\pi\). The pole is the long range of the Coulomb force: it comes from the massless photon, and without a lower limit on the angle the cross section diverges. On \(0<y_0\le y\le y_1<1\), expanding \(h^2=1-2y+3y^2-2y^3+y^4\) and integrating term by term gives

\[
I=\int_{y_0}^{y_1}\!f\,dy=D-2\ln\frac{y_1}{y_0}+3(y_1-y_0)-(y_1^2-y_0^2)+\frac{y_1^3-y_0^3}{3},\quad D=\frac1{y_0}-\frac1{y_1}.
\]

The example takes \(\sqrt s=10\) GeV and \(10^\circ<\theta<170^\circ\). Then \(y_0=0.0075961\), \(y_1=1-y_0\), \(D=130.638\) and \(I=123.189\). The prefactor is 2.60563 nb, so \(\sigma=2.60563\times123.1889=320.985\) nb; the digits serve only to judge the samplers. This is a tree-level QED value, without \(Z\) exchange, radiative corrections or running of \(\alpha\). Because \(I\) is known in closed form, it can judge the samplers.

## What goes wrong with flat sampling

If \(y\) is drawn from a density \(g\), the weight \(w=f/g\) has mean \(I\). The relative variance per point is \(V=E[w^2]/I^2-1\), and \(n\) independent points give a relative standard error \(\sqrt{V/n}\).

Flat sampling has \(w=(y_1-y_0)f\), hence

\[
V_{\rm flat}=\frac{(y_1-y_0)\int_{y_0}^{y_1} f^2dy}{I^2}-1 .
\]

For \(y_1=1-y_0\) and \(y_0\to0\), the integral tends to \(1/(3y_0^3)\) and \(I\) to \(1/y_0\), so \(V_{\rm flat}\to1/(3y_0)\). This estimate gives 43.9 here; the full expression gives 46.2. An error of 0.1% needs \(46.2/10^{-6}\), about 46 million points.

Unweighted events suffer as well. Hit-or-miss accepts a point with probability \(w/w_{\max}\). The accepted density is proportional to \(g\,w=f\), as wanted, and the accepted fraction is

\[
\varepsilon=\int g\,\frac{w}{w_{\max}}\,dy=\frac I{w_{\max}} .
\]

Since \(h/y=1/y-1+y\) has derivative \(1-1/y^2<0\), \(f\) is largest at \(y_0\). There \(f=17070\), while \(f(y_1)=1.000\). Thus \(\varepsilon=123.19/(0.98481\times17070)=0.0073\), or 136 trials per event.

Both faults have one origin: most points fall at large angles, where little happens, and the few at small angles carry huge weights.

## Removing the pole analytically

The cure is to draw points with the density of the pole itself, \(g=1/(Dy^2)\). Its cumulative distribution can be inverted:

\[
X=\int_{y_0}^{y}\frac{dy'}{Dy'^2}=\frac1D\left(\frac1{y_0}-\frac1y\right)
\quad\Longrightarrow\quad
y=\frac1{1/y_0-DX},
\]

with \(X\) uniform on \((0,1)\). The weight is \(w=f/g=D\,h^2\).

The pole has gone, but the weight is not constant. From \(h=\tfrac34+(y-\tfrac12)^2\), it follows that \(9/16\le h^2<1\) on \(0<y<1\), and that the maximum on any cut lies at the end farther from \(y=1/2\). The efficiency is the mean of \(h^2\) divided by its maximum. It therefore exceeds \(9/16\) for every cut inside \((0,1)\), however small \(y_0\) is. In the example \(w_{\max}=128.68\) and \(\varepsilon=123.19/128.68=0.957\).

For small \(y_0\) and \(y_1=1-y_0\), write \(h^2-1=(h-1)(h+1)=-y(2-3y+2y^2-y^3)\). Under \(g\), the mean square of this quantity tends to

\[
y_0\int_0^1(4-12y+17y^2-16y^3+10y^4-4y^5+y^6)\,dy
=y_0\left(4-6+\tfrac{17}3-4+2-\tfrac23+\tfrac17\right)=\tfrac87\,y_0 .
\]

Its squared mean is only of order \(y_0^2\ln^2y_0\), and the mean of \(h^2\) tends to 1. Hence \(V_{\rm map}\to8y_0/7\). Once \(y_0\) is small, lowering the cut further makes flat sampling worse and the map better, because a growing share of events lies where \(h\) is close to 1. For larger \(y_0\) this does not hold: \(V_{\rm map}\) also vanishes as \(y_0\to1/2\), so it passes through a maximum in between.

At the present cut the logarithm still matters. The leading term is 0.00868, and the squared mean is \((I/D-1)^2=(0.9430-1)^2=0.00325\). Their difference divided by \(0.9430^2\) is 0.0061. The full expression,

\[
V_{\rm map}=\frac{D\int_{y_0}^{y_1}h^4y^{-2}dy}{I^2}-1,
\]

gives 0.00592. An error of 0.1% now takes about 5900 points, some 7800 times fewer than before.

One point can be followed by hand. For \(X=1/2\), \(1/y=131.65-65.32=66.33\), so \(y=0.01508\) and \(\theta=14.1^\circ\). Half of all trial points lie below this angle. There \(h^2=0.9705\), the weight is \(130.64\times0.9705=126.8\), and the point is accepted with probability \(126.8/128.68=0.985\).

## Letting VEGAS find the pole

The map requires knowledge of the integrand. VEGAS learns a density instead. In one dimension it divides the range into \(N\) bins, each chosen with probability \(1/N\), and samples uniformly within a bin. A point in a bin of width \(\Delta_i\) has weight \(N\Delta_if\).

In each training round, let \(r_i\) be the estimated share of the integral in bin \(i\). The bin receives the importance

\[
m_i=\left(\frac{1-r_i}{\ln(1/r_i)}\right)^{\beta},
\]

spread uniformly over it, and new edges cut the total importance into \(N\) equal parts. Since \((1-r)/\ln(1/r)=\int_0^1r^a\,da\) increases with \(r\), the edges stop moving when all \(r_i\) are equal. The fixed point, apart from sampling noise, has equal integrals in all bins. This is the rule used throughout this text. Many VEGAS codes accumulate the squared weight in each bin instead; their fixed point is a different grid, and the VEGAS numbers below need not carry over to it.

What such a grid achieves can be computed for a pure pole \(1/y^2\), whose integral is \(D\). For a bin \([a,b]\) put \(p=1/a\), \(q=1/b\). Equal integrals mean \(p-q=\delta=D/N\), and the bin contributes to \(E[w^2]\)

\[
N(b-a)\int_a^b\frac{dy}{y^4}
=N\,\frac{\delta}{pq}\,\frac{p^3-q^3}{3}
=N\delta^2\,\frac{p^2+pq+q^2}{3pq}
=N\delta^2\left[1+\frac{\delta^2}{3pq}\right].
\]

The last step uses \(p^2+pq+q^2=3pq+(p-q)^2\). Now divide by \(D^2=N^2\delta^2\), sum over bins, and use \(\delta/(pq)=b-a\):

\[
V=\frac{\delta}{3N}\sum(b-a)=\frac{D(y_1-y_0)}{3N^2}.
\]

This is the flat-sampling value, \(N=1\), divided by \(N^2\).

The efficiency is less favourable. The largest weight in a bin is \(N(b-a)/a^2=D\,b/a\), and \(b/a=1+\delta b\) is greatest in the last bin. Therefore \(\varepsilon=1/(1+y_1D/N)\). The last bin is wide, the integrand varies strongly across it, and one bad bin sets \(w_{\max}\) for all. The variance averages over bins; the efficiency does not.

For \(N=50\) the pure-pole formulas give \(V=0.0172\) and \(\varepsilon=0.278\). I trained a grid on the Bhabha integrand with \(\beta=0.75\), for 80 rounds of 2000 points spread evenly within the bins. Gauss–Legendre quadrature on the frozen grid then gave \(V=0.0252\). The last bin began at \(y=0.2084\), where \(f=16.06\), so

\[
w_{\max}=50\times0.7840\times16.06=629.5,\qquad \varepsilon=\frac{123.19}{629.5}=0.196 .
\]

For the pure pole the last bin would begin at \(1/(1/y_1+D/N)=0.276\). The factor \(h^2\) lowers the integrand at middle angles more than it lowers \(I/N\), so the bin must be longer. Exactly equal integrals would put this edge at \(y=0.2047\), with \(V=0.0268\) and \(\varepsilon=0.187\); training with exact bin integrals reaches these values, so the gap is due to sampling noise. The noise does not average out but shifts the edge to larger \(y\): over many runs with these settings the edge lies at \(0.206\pm0.001\), with \(V=0.0261\pm0.0003\) and \(\varepsilon=0.191\pm0.002\), and the run reported here is at the far end of that spread.

More training did not always mean less variance: \(V\) was 0.578 after 5 rounds, 0.0137 after 20 and 0.0252 after 80. Equal integrals are not the condition of least variance. To see this for the pure pole, move the edge \(a=1/k\) between two bins of equal integral \(\delta\). With \(\Delta_{L,R}\) their widths and \(S_{L,R}\) their integrals of \(f^2\),

\[
\frac1N\frac{dE[w^2]}{da}=S_L+\Delta_Lk^4-S_R-\Delta_Rk^4 .
\]

Here \(S_{L,R}=k^2\delta\pm k\delta^2+\delta^3/3\) and \(\Delta_{L,R}=\delta/[k(k\pm\delta)]\), with upper signs for the left bin. Thus

\[
\frac1N\frac{dE[w^2]}{da}=2k\delta^2-\frac{2k^3\delta^2}{k^2-\delta^2}=-\frac{2k\delta^4}{k^2-\delta^2}<0 .
\]

Moving the edge to larger \(y\) lowers the variance, so a narrower last bin is better. The fixed point is thus not the best grid. The grids met during training were not examined, so the value after 20 rounds is only reported here.

## Using both

VEGAS can also be trained in \(X\), with the mapped weight \(Dh^2\) as integrand. It then has to follow a factor below two instead of one of 17000. With the same settings \(V\) falls to 0.00026.

The efficiency, however, falls from 0.957 to 0.645. The last bin now begins at \(y=0.2048\) and has width \((4.883-1.008)/130.64=0.0297\) in \(X\), larger than the average 0.02 because it contains the minimum of \(h^2\). Its weight at \(y_1\) is \(50\times0.0297\times128.68=191\), against a mean of 123. Equalising bin integrals raised the top of the weight distribution while narrowing its bulk.

A simulation with 400,000 points per method gave the cross sections below, with one standard error; \(V\) and \(\varepsilon\) are the computed values.

| Method | \(\sigma\) (nb) | \(V\) | \(\varepsilon\) |
|---|---|---|---|
| flat | 318.1 ± 3.4 | 46.2 | 0.0073 |
| map | 321.01 ± 0.04 | 0.0059 | 0.957 |
| VEGAS | 320.97 ± 0.08 | 0.025 | 0.196 |
| map + VEGAS | 320.971 ± 0.008 | 0.00026 | 0.645 |

## The resulting scheme

For unweighted events the map alone is the best of these four:

1. Draw \(X\) uniformly and set \(y=1/(1/y_0-DX)\).
2. Accept with probability \(h(y)^2/\max[h(y_0)^2,h(y_1)^2]\); otherwise return to step 1.
3. Set \(\cos\theta=1-2y\) and draw the azimuth uniformly.

This costs 1.045 trials per event, and \(w_{\max}\) is known beforehand.

For the integral, the choice depends on the precision. After the map, VEGAS needs about 260 points for 0.1%, but its training used 160,000 evaluations. If every evaluation costs the same and training points are discarded, this training pays when \((0.00592-0.00026)/\eta^2>160000\), that is, for a relative error \(\eta\) below about 0.019%. Shorter training would move this boundary.

The map rests on a known pole in a variable that can be sampled directly, and on \(y_0>0\). The electron mass leaves the denominators \(s^2t^2\) unchanged and adds polynomial terms with a factor \(m_e^2\) to a numerator \(4s^4h^2\ge\tfrac94s^4\). At tree level its relative effect is therefore of order \(m_e^2/s\) at any angle, \(1.0\times10^{-8}\) at the smallest angle of the example. Only when \(s\) is not large compared with \(m_e^2\) must \(h^2\) be replaced by the massive numerator. If another term produces a second peak, such as a resonance in a different variable, the remaining weight is no longer bounded by the argument above, and that peak needs a map of its own.
